\section*{Two-Electron Constrained Search: Why Singlet Determinants Doubly Occupy One Orbital}

\section*{Question}

I am stuck on a constrained-search exercise. Hartree atomic units throughout. I am given a density $n(\mathbf r)$ with $\int n\,d^3r=2$, and $T_s[n]$ is defined as the minimum of $\langle\Phi|\hat T|\Phi\rangle$ over all singlet Slater determinants $\Phi$ whose density is $n$. I am asked to carry out the search, show that the minimizer is the doubly occupied orbital $\sqrt{n/2}$ ``with zero phase'', and evaluate the minimum.

I can plug $\sqrt{n/2}$ in and get a number, but that is not a search. Four things bother me. First, why must both electrons sit in the same spatial orbital? An up electron in $a(\mathbf r)$ and a down electron in $b(\mathbf r)$ with $|a|^2+|b|^2=n$ has the right density too. Second, how do I show that a phase never helps, and is ``zero phase'' even meaningful when a constant phase changes nothing? What if $n$ vanishes somewhere? Third, would I get something lower if I did not insist on a determinant? Fourth, if not, does that mean real helium has this kinetic energy?

\section*{Answer}

\subsection*{Conventions and assumptions}

Write $x=(\mathbf r,\sigma)$ and $\int dx=\sum_\sigma\int d^3r$. A two-electron state $\Psi(x_1,x_2)$ is normalized and antisymmetric. Its density and kinetic energy are
\begin{align}
n(\mathbf r_1)&=2\sum_{\sigma_1}\int|\Psi|^2\,dx_2, \label{dens}\\
T[\Psi]&=\tfrac12\int\!\big(|\nabla_1\Psi|^2+|\nabla_2\Psi|^2\big)dx_1dx_2=\int|\nabla_1\Psi|^2\,dx_1dx_2 . \label{kin}
\end{align}
The gradient form follows from $\langle\Psi|-\tfrac12\nabla^2|\Psi\rangle$ by one integration by parts for functions that decay at infinity, and I take it as the definition because it also handles functions with kinks. The last equality holds because relabelling $1\leftrightarrow2$ only flips the sign of $\Psi$, so the two terms are equal. The density is assumed to satisfy $n\ge0$ and $\int|\nabla\sqrt n|^2d^3r<\infty$, to be continuous, and to be differentiable wherever it is positive except on a set of zero volume (a nuclear cusp is allowed). Define
\begin{equation}
R(\mathbf r)=\sqrt{n(\mathbf r)/2},\qquad \int R^2\,d^3r=1 .
\end{equation}

\subsection*{Which determinants are singlets}

Two spins $\tfrac12$ have four spin functions: one singlet $\chi_S=(\alpha\beta-\beta\alpha)/\sqrt2$ with $S^2=0$ and three triplet functions with $S^2=2$. Any $\Psi$ is a sum of these four, each multiplied by a spatial function. The operator $\hat S^2$ acts on spin only, so $\hat S^2\Psi=0$ removes the three triplet terms, leaving $\Psi=\psi(\mathbf r_1,\mathbf r_2)\chi_S$. Since $\chi_S$ is antisymmetric, $\psi$ is symmetric.

Now compute the one-body density matrix $\Gamma(x,x')=2\int\Psi(x,x_2)\Psi^*(x',x_2)\,dx_2$ in two ways. For the singlet, the only nonzero values of $\chi_S$ are $\chi_S(\uparrow,\downarrow)=1/\sqrt2$ and $\chi_S(\downarrow,\uparrow)=-1/\sqrt2$, so $\sum_{\sigma_2}\chi_S(\sigma,\sigma_2)\chi_S(\sigma',\sigma_2)=\tfrac12\delta_{\sigma\sigma'}$ and
\begin{equation}
\Gamma(x,x')=\tfrac12\gamma(\mathbf r,\mathbf r')\,\delta_{\sigma\sigma'},\qquad
\gamma(\mathbf r,\mathbf r')=2\int\psi(\mathbf r,\mathbf r_2)\psi^*(\mathbf r',\mathbf r_2)\,d^3r_2 .
\end{equation}
If $f$ is an eigenfunction of $\gamma$ with eigenvalue $\nu$, then $f\alpha$ and $f\beta$ are both eigenfunctions of $\Gamma$ with eigenvalue $\nu/2$.

For a determinant $\Phi=[u(x_1)v(x_2)-v(x_1)u(x_2)]/\sqrt2$ of two orthonormal spin-orbitals (any spinors, with no assumption on their spin direction), the integral over $x_2$ gives $\langle v|v\rangle=\langle u|u\rangle=1$ for the two direct terms and $0$ for the two cross terms:
\begin{equation}
\Gamma(x,x')=u(x)u^*(x')+v(x)v^*(x').
\end{equation}
This is the projector on the span of $u$ and $v$, with eigenvalue $1$ twice and all others $0$. For a state that is both a singlet and a determinant the two descriptions must agree. Each nonzero $\nu$ produces two eigenvalues $\nu/2$, so there is exactly one nonzero $\nu$, it equals $2$, and the span of $u,v$ is the span of $\varphi\alpha,\varphi\beta$ for one normalized spatial function $\varphi$. Passing from one orthonormal pair to another in the same span is a $2\times2$ unitary mixing $U$, which multiplies the determinant by $\det U$, a constant phase that can be absorbed in $\varphi$. Therefore every singlet determinant is
\begin{equation}
\Phi=|\varphi\alpha\;\varphi\beta|=\varphi(\mathbf r_1)\varphi(\mathbf r_2)\,\chi_S .
\end{equation}

Your candidate $|a\alpha\;b\beta|$ has $S_z=0$ but is not a singlet unless $a$ and $b$ coincide up to a constant phase. Insert $\alpha\beta=(\chi_T+\chi_S)/\sqrt2$ and $\beta\alpha=(\chi_T-\chi_S)/\sqrt2$, with $\chi_T=(\alpha\beta+\beta\alpha)/\sqrt2$, and abbreviate $ab\equiv a(\mathbf r_1)b(\mathbf r_2)$:
\begin{equation}
\frac{ab\,\alpha\beta-ba\,\beta\alpha}{\sqrt2}=\tfrac12(ab+ba)\chi_S+\tfrac12(ab-ba)\chi_T .
\end{equation}
With $s=\langle a|b\rangle$, the norm squared of $ab-ba$ is $1+1-2|s|^2$, so the triplet weight is $(1-|s|^2)/2$, and multiplying by the eigenvalue $2$,
\begin{equation}
\langle \hat S^2\rangle=1-|\langle a|b\rangle|^2 . \label{s2}
\end{equation}
This vanishes only at equality in the Cauchy--Schwarz inequality, $b=e^{ic}a$.

\subsection*{The search over the phase}

Equation \eqref{dens} for the doubly occupied orbital gives $n=2|\varphi|^2$, which fixes the modulus completely:
\begin{equation}
\varphi=R\,e^{i\theta},\qquad \theta(\mathbf r)\ \text{real}.
\end{equation}
The whole search is now over the function $\theta$. From \eqref{kin}, $T=\int|\nabla\varphi|^2d^3r\int|\varphi|^2d^3r=\int|\nabla\varphi|^2d^3r$. The gradient is
\begin{equation}
\nabla\varphi=e^{i\theta}\,(\nabla R+iR\nabla\theta).
\end{equation}
The bracket has real part $\nabla R$ and imaginary part $R\nabla\theta$, so the squared modulus has no cross term:
\begin{equation}
|\nabla\varphi|^2=|\nabla R|^2+R^2|\nabla\theta|^2 .
\end{equation}
To express the first term by $n$, differentiate $n=2R^2$ to get $\nabla n=4R\nabla R$, hence $|\nabla R|^2=|\nabla n|^2/(16R^2)=|\nabla n|^2/(8n)$. With $R^2=n/2$ in the second term,
\begin{equation}
T[\theta]=T_W[n]+\tfrac12\int n\,|\nabla\theta|^2\,d^3r,\qquad
T_W[n]=\frac18\int\frac{|\nabla n|^2}{n}\,d^3r=\frac12\int|\nabla\sqrt n|^2d^3r . \label{main}
\end{equation}
$T_W$ is the von Weizs\"acker functional. The integrals run over the points where $n>0$: inside a region where $n$ vanishes $\varphi$ is zero and contributes nothing, and nodal surfaces have no volume. Only $\nabla\theta=\mathrm{Im}(\varphi^*\nabla\varphi)/|\varphi|^2$ enters, and this is single-valued even if $\theta$ winds by $2\pi$ round a nodal line.

The first term of \eqref{main} does not depend on $\theta$, and the second is the integral of a nonnegative function, which is zero for $\theta=0$. The minimum therefore exists and is
\begin{equation}
T_s[n]=T_W[n],\qquad\text{attained by }\varphi=\sqrt{n/2}.
\end{equation}
The excess has a direct meaning. The current density of the two electrons is $\mathbf j=2\,\mathrm{Im}(\varphi^*\nabla\varphi)=2R^2\nabla\theta=n\nabla\theta$, so $\nabla\theta$ is a flow velocity and $\tfrac12n|\nabla\theta|^2$ is the kinetic energy density of a fluid with that velocity. $T_W$ is the cost of giving the density its shape, and the minimizer is the state with no flow on top of it.

\subsection*{What ``zero phase'' should say}

The excess vanishes if and only if $\nabla\theta=0$ wherever $n>0$, which makes $\theta$ constant on each connected piece of the set $\{n>0\}$. If that set is connected, the minimizer is unique up to one global phase, which does not change the physical state, and ``zero phase'' is the convention of choosing that constant to be zero. If nodal surfaces cut space into pieces, each piece can carry its own constant, the value of $T_s$ is unchanged, and the minimizer is not unique.

To see why a step in the phase is allowed at a node and nowhere else, work in one dimension and let $\theta$ rise linearly from $0$ to $\alpha$ over a small width $\epsilon$ centred on $x=0$, so that $\theta'=\alpha/\epsilon$ there. If $n(0)>0$, the excess is, to leading order in $\epsilon$, $\tfrac12n(0)(\alpha/\epsilon)^2\epsilon=n(0)\alpha^2/(2\epsilon)$, which diverges as the ramp sharpens. If instead $R\simeq c|x|$, then $n\simeq2c^2x^2$, $\int_{-\epsilon/2}^{\epsilon/2}x^2dx=\epsilon^3/12$, and the excess is $c^2\alpha^2\epsilon/12$, which goes to zero.

The harmonic oscillator with $\omega=1$ supplies both cases. Its first excited orbital is $\phi_1=c\,x\,e^{-x^2/2}$ with $c^2=2/\sqrt\pi$. For $n=2\phi_1^2$ we have $R=|\phi_1|$ and $R'^2=c^2(1-x^2)^2e^{-x^2}$. With $\int e^{-x^2}dx=\sqrt\pi$, $\int x^2e^{-x^2}dx=\sqrt\pi/2$ and $\int x^4e^{-x^2}dx=3\sqrt\pi/4$,
\begin{equation}
T_W=c^2\sqrt\pi\,\big(1-1+\tfrac34\big)=\tfrac32\ \text{Ha}.
\end{equation}
Numerically, put $R$ on a grid of spacing $h$ that straddles the origin, multiply the half $x>0$ by $e^{i\alpha}$, and evaluate $T=\sum_i|\varphi_{i+1}-\varphi_i|^2/h$. For $h=10^{-4}$ bohr this gives $1.4999$, $1.4999$ and $1.5000$ Ha for $\alpha=0,\pi/2,\pi$. The small shortfall comes from the one bond across the node, which contributes $c^2(h/2)^2|e^{i\alpha}-1|^2/h=c^2h\,|e^{i\alpha}-1|^2/4$. For $\alpha=\pi$, the smooth function $\phi_1$, this is $c^2h$; for $\alpha=0$ it is zero, so the sum falls short by $c^2h$, about $10^{-4}$ Ha, and the difference vanishes with $h$. For the nodeless density $2\phi_0^2$, with $\phi_0^2(0)=1/\sqrt\pi$, the same bond costs $|e^{i\alpha}-1|^2/(\sqrt\pi\,h)=2/(\sqrt\pi\,h)$ at $\alpha=\pi/2$. The computed excess is $1128.4$ Ha at $h=10^{-3}$ bohr and $11283.8$ Ha at $h=10^{-4}$ bohr, the $1/h$ divergence.

\subsection*{Different orbitals for different spins}

Suppose the singlet condition is dropped and $|a\alpha\;b\beta|$ is admitted, with $T=\tfrac12\int(|\nabla a|^2+|\nabla b|^2)$. By the identity $|\nabla\varphi|^2=|\nabla R|^2+R^2|\nabla\theta|^2$ applied to each orbital, phases only raise $T$, so take $a$ and $b$ real. The constraint $a^2+b^2=n$ is solved by $a=\sqrt n\cos\beta$, $b=\sqrt n\sin\beta$ with a mixing angle $\beta(\mathbf r)$. Then
\begin{align}
\nabla a&=\cos\beta\,\nabla\sqrt n-\sqrt n\sin\beta\,\nabla\beta,\\
\nabla b&=\sin\beta\,\nabla\sqrt n+\sqrt n\cos\beta\,\nabla\beta .
\end{align}
On squaring, the cross terms are $\mp2\sqrt n\sin\beta\cos\beta\,\nabla\sqrt n\cdot\nabla\beta$ and cancel in the sum, while $\cos^2\beta+\sin^2\beta=1$ collects the rest:
\begin{equation}
T=T_W+\tfrac12\int n\,|\nabla\beta|^2d^3r . \label{beta}
\end{equation}
For $n>0$ everywhere, equality with $T_W$ needs constant $\beta$, and then $1=\int a^2=2\cos^2\beta$ gives $|a|=|b|=R$. The doubly occupied orbital wins this wider search as well. For a density in two disconnected pieces holding one electron each, $\beta=0$ on one piece and $\pi/2$ on the other also reaches $T_W$; that state has $\langle a|b\rangle=0$ and $\langle\hat S^2\rangle=1$.

\subsection*{All two-electron wavefunctions}

The determinant restriction can be removed too. Wherever $n(\mathbf r_1)>0$, factor any antisymmetric $\Psi$ with density $n$ as
\begin{equation}
\Psi(x_1,x_2)=R(\mathbf r_1)\,B(\sigma_1,x_2|\mathbf r_1),
\end{equation}
which defines $B$. Write $\langle\cdots\rangle$ for $\sum_{\sigma_1}\int dx_2$ at fixed $\mathbf r_1$. Equation \eqref{dens} reads $2R^2=2R^2\langle|B|^2\rangle$, so $\langle|B|^2\rangle=1$ for every $\mathbf r_1$: $|B|^2$ is the conditional probability for the remaining coordinates, given one electron at $\mathbf r_1$. From $\nabla_1\Psi=B\nabla R+R\nabla_1B$,
\begin{equation}
\langle|\nabla_1\Psi|^2\rangle=|\nabla R|^2\langle|B|^2\rangle+R^2\langle|\nabla_1B|^2\rangle+R\nabla R\cdot\langle B^*\nabla_1B+B\nabla_1B^*\rangle .
\end{equation}
The last bracket is $\nabla_1\langle|B|^2\rangle=\nabla_1(1)=0$. Integrating over $\mathbf r_1$,
\begin{equation}
T[\Psi]=T_W[n]+\tfrac12\int n(\mathbf r_1)\,\langle|\nabla_1B|^2\rangle\,d^3r_1\;\ge\;T_W[n]. \label{cond}
\end{equation}
This identity contains \eqref{main} as the case $B=e^{i\theta(\mathbf r_1)}\varphi(\mathbf r_2)\chi_S$. For a singlet the spin sums give $1$ and $B=\psi(\mathbf r_1,\mathbf r_2)/R(\mathbf r_1)$ is purely spatial.

Take $n>0$ everywhere and ask when equality holds. $B$ must not depend on $\mathbf r_1$, so the function $G=\Psi/[R(\mathbf r_1)R(\mathbf r_2)]=B/R(\mathbf r_2)$ does not depend on $\mathbf r_1$. The denominator is symmetric, so $G$ is antisymmetric under $x_1\leftrightarrow x_2$, and independence of $\mathbf r_1$ then implies independence of $\mathbf r_2$. Thus $G$ is an antisymmetric function of two spins alone, which is a multiple of $\chi_S$, and normalization gives
\begin{equation}
\Psi=e^{ic}R(\mathbf r_1)R(\mathbf r_2)\chi_S .
\end{equation}
For such densities the unrestricted search over all two-electron wavefunctions has a unique minimizer, which turns out to be a singlet and a determinant without either property being imposed. For these everywhere-positive densities no triplet wavefunction reaches $T_W$.

The same argument marks where the result stops. For $N$ electrons, with $R=\sqrt{n/N}$ and $T=\tfrac N2\int|\nabla_1\Psi|^2$, the steps are identical and give $T\ge\tfrac N2\int|\nabla R|^2=T_W$. Equality with $n>0$ everywhere would make $\Psi/\prod_iR(\mathbf r_i)$ a totally antisymmetric function of $N$ spin variables; each takes two values, so for $N\ge3$ two arguments always coincide and the function is zero. For densities positive everywhere, the bound is therefore attained only for $N=1$ and for the $N=2$ singlet; densities split into disconnected pieces, as in the example above, are outside this statement.

A brute-force search shows this at work without using the factorization. Take 8 sites with spacing $h=0.5$ bohr centred on the origin, site occupations $n_i\propto e^{-(x_i-0.3)^2/2}$ with $\sum_in_i=2$, and the finite-difference kinetic matrix $K_{ii}=1/h^2$, $K_{i,i\pm1}=-1/(2h^2)$. The state is a complex matrix $\psi_{ij}$; call its rows $\psi_i$, with the constraint $\|\psi_i\|=R_i=\sqrt{n_i/2}$. The grid has its own version of the bound. In $T=2\sum_{ij}K_{ij}\langle\psi_i|\psi_j\rangle$ the diagonal part is fixed by the constraint, and each bond contributes $-(2/h^2)\,\mathrm{Re}\langle\psi_i|\psi_{i+1}\rangle\ge-(2/h^2)R_iR_{i+1}$ by Cauchy--Schwarz, with equality when neighbouring rows are parallel and in phase. The bound is therefore the energy of $\psi_{ij}=R_iR_j$, which is $0.554009$ Ha. The best of four runs of a constrained optimizer started from random symmetric matrices ends at $0.554009$ Ha with overlap $|\langle RR|\psi\rangle|=1.000000$. Over antisymmetric matrices the lowest value it finds is $1.495$ Ha; a local optimizer gives only an upper bound on the triplet minimum, so this is consistent with the theorem and is not a determination of that minimum.

\subsection*{The potential that goes with the minimizer}

Impose $2|\varphi|^2=n$ at each point with a multiplier function $u(\mathbf r)$ and make $\int|\nabla\varphi|^2+\int u\,(2|\varphi|^2-n)$ stationary. Varying $\varphi^*$ and integrating by parts gives $-\nabla^2\varphi+2u\varphi=0$. Writing $u=v_s-\varepsilon$ turns this into the Kohn--Sham equation $-\tfrac12\nabla^2\varphi+v_s\varphi=\varepsilon\varphi$, and inserting $\varphi=R$,
\begin{equation}
v_s-\varepsilon=\frac{\nabla^2R}{2R}=\frac{\nabla^2\sqrt n}{2\sqrt n}. \label{pot}
\end{equation}
If $R>0$ everywhere, $R$ is the lowest orbital of this potential. Write any trial function as $f=Rw$, so that $|\nabla f|^2=|w|^2|\nabla R|^2+R^2|\nabla w|^2+R\nabla R\cdot\nabla|w|^2$. Integrating the last term by parts, with vanishing surface term, gives $-\int|w|^2(|\nabla R|^2+R\nabla^2R)$, which cancels the first term and leaves $\tfrac12\int|\nabla f|^2=\tfrac12\int R^2|\nabla w|^2-\tfrac12\int|w|^2R\nabla^2R$. The potential term is $\int u|f|^2=+\tfrac12\int|w|^2R\nabla^2R$. The sum is $\tfrac12\int R^2|\nabla w|^2\ge0$, zero only for constant $w$.

As an example, $n=\mathrm{sech}^2x$ integrates to $2$, and $(\mathrm{sech}\,x)''=\mathrm{sech}\,x\,(\tanh^2x-\mathrm{sech}^2x)=\mathrm{sech}\,x\,(1-2\,\mathrm{sech}^2x)$, so $u=\tfrac12-\mathrm{sech}^2x$, equal to $-0.5000$ Ha at $x=0$ and $0.5000$ Ha at $x=15$ bohr. Choosing $v_s\to0$ far away gives $v_s=-\mathrm{sech}^2x$ and $\varepsilon=-\tfrac12$ Ha. Diagonalizing $-\tfrac12\partial_x^2+u$ by finite differences with spacing $0.01$ bohr on $[-20,20]$ bohr (the errors quoted scale as the square of the spacing) gives a lowest level of $-1.9\times10^{-6}$ Ha, to be compared with the exact $0$, and a density that differs from $\mathrm{sech}^2x$ by at most $1.2\times10^{-5}$ bohr$^{-1}$.

The search itself never needed a potential. For $n=2\phi_1^2$ the minimizer $\phi_1$ is an excited orbital of $x^2/2$, and $T_s=T_W$ holds all the same.

\subsection*{A model density worked by hand}

Take $n=(2\zeta^3/\pi)e^{-2\zeta r}$ with $\zeta=1.5$ bohr$^{-1}$; it integrates to $(2\zeta^3/\pi)\,4\pi\cdot2/(2\zeta)^3=2$, using $\int_0^\infty r^me^{-pr}dr=m!/p^{m+1}$. Since $\nabla n=-2\zeta n\,\hat{\mathbf r}$, the integrand of $T_W$ is $4\zeta^2n^2/(8n)=\zeta^2n/2$, and
\begin{equation}
T_s=T_W=\zeta^2=2.25\ \text{Ha}=61.226\ \text{eV}.
\end{equation}
From $\nabla^2e^{-\zeta r}=(\zeta^2-2\zeta/r)e^{-\zeta r}$, equation \eqref{pot} gives $v_s=-\zeta/r$ and $\varepsilon=-\zeta^2/2$.

For the phase $\theta=kz$ with $k=0.5$ bohr$^{-1}$, $|\nabla\theta|^2=k^2$ and the excess is $\tfrac12k^2\cdot2=0.25$ Ha, the energy of two electrons each drifting with momentum $k$; $T=2.25+0.25=2.50$ Ha.

For $\theta=2ze^{-r}=2r\mu e^{-r}$, with $\mu$ the cosine of the polar angle, $|\nabla\theta|^2=(\partial_r\theta)^2+(1-\mu^2)(\partial_\mu\theta)^2/r^2=4e^{-2r}[\mu^2(1-r)^2+1-\mu^2]$. The angular average of $\mu^2$ is $\tfrac13$, which turns the bracket into $1-\tfrac23r+\tfrac13r^2$. The prefactor is $\tfrac12\cdot4\pi\cdot(2\zeta^3/\pi)\cdot4=16\zeta^3=54$ and the exponent is $2\zeta+2=5$:
\begin{equation}
\tfrac12\int n|\nabla\theta|^2d^3r=54\left[\frac{2}{5^3}-\frac23\,\frac{6}{5^4}+\frac13\,\frac{24}{5^5}\right]=0.65664\ \text{Ha},
\end{equation}
so $T=2.25+0.65664=2.90664$ Ha. Direct quadrature of $2\langle\varphi|-\tfrac12\nabla^2|\varphi\rangle$, which uses the Laplacian and none of the algebra above, returns $2.250000$, $2.500000$ and $2.906640$ Ha for the three phases $0$, $kz$ and $2ze^{-r}$.

For split spins take $\beta=\pi/4+b_0z$ with $b_0=0.5$ bohr$^{-1}$. Then $\cos^2\beta=\tfrac12[1-\sin(2b_0z)]$, and the sine is odd in $z$ while $n$ is even, so $\int a^2=1$ and likewise $\int b^2=1$. Equation \eqref{beta} gives $T=\zeta^2+b_0^2=2.50$ Ha. The overlap is $\int n\sin\beta\cos\beta=\tfrac12\int n\cos(qz)$ with $q=2b_0$. The angular average of $\cos(qr\mu)$ is $\sin(qr)/(qr)$, and $\int_0^\infty re^{-pr}\sin(qr)\,dr=\mathrm{Im}\,(p-iq)^{-2}=2pq/(p^2+q^2)^2$, so with $p=2\zeta$
\begin{equation}
\langle a|b\rangle=\frac{4\zeta^3}{q}\,\frac{4\zeta q}{(4\zeta^2+q^2)^2}=\Big(1+\frac{b_0^2}{\zeta^2}\Big)^{-2}=\Big(\frac{9}{10}\Big)^2=0.81 .
\end{equation}
By \eqref{s2}, $\langle\hat S^2\rangle=1-0.81^2=0.3439$. This determinant has the right density, is not a singlet, and lies $0.25$ Ha above $T_W$.

\subsection*{Helium}

Real helium does not have kinetic energy $T_W$. The physical ground state minimizes $T+V_{ee}$ at fixed density, with $V_{ee}$ the electron repulsion, and accepts some extra $T$ in order to lower $V_{ee}$. In the language of \eqref{cond}, the distribution of the second electron depends on where the first one is, so $\nabla_1B\neq0$.

The numbers below are for nonrelativistic helium with a fixed nucleus in the cc-pVQZ basis (30 orbitals). Restricted Hartree--Fock has a single real doubly occupied orbital, so its kinetic energy must equal $T_W$ of its own density. The kinetic-energy integrals give $2.861514$ Ha, and integrating $|\nabla n|^2/(8n)$ on a grid gives $2.861514$ Ha.

Full configuration interaction (FCI) in the same basis lowers the total energy from $-2.861514$ to $-2.902411$ Ha. Its wavefunction is not a determinant: the two largest eigenvalues of $\gamma$ are $1.98394$ and $0.00763$, where a singlet determinant has $2$ and $0$. The kinetic energy is $T=2.902160$ Ha, while the constrained search for the FCI density, taken over all orbitals and not only those in the basis, gives $T_s=T_W=2.866020$ Ha $=77.988$ eV. The difference is the kinetic correlation energy,
\begin{equation}
T_c=T-T_s=2.902160-2.866020=0.036140\ \text{Ha}=0.983\ \text{eV},
\end{equation}
which is $1.25$ percent of $T$. The last term of \eqref{cond}, computed separately by building $B$ from the FCI coefficients and differentiating it by finite differences, is $0.036140$ Ha. The six decimals serve to compare two calculations within one basis; they are not converged in the basis. Going to cc-pV5Z (55 orbitals) raises $T$ by $0.0009$ Ha, $T_s$ by $0.0006$ Ha and $T_c$ by $0.0003$ Ha (to $0.0365$ Ha), and changes the second eigenvalue of $\gamma$ to $0.00760$, so as a statement about helium the result should be read only as $T_c\approx0.04$ Ha, about one percent of $T$. Of the $2.902160-2.861514=0.040646$ Ha by which the FCI kinetic energy exceeds the Hartree--Fock one, $2.866020-2.861514=0.004506$ Ha comes from the change of density and the remaining $0.036140$ Ha is $T_c$. The density part is the most basis-dependent of these numbers: it is $0.0050$ Ha in cc-pV5Z, about ten percent larger.

The output also shows $T=-E$ to six decimals for Hartree--Fock, but $2.902160$ against $2.902411$ Ha for FCI. The virial relation $T=-E$ for Coulomb systems expresses stationarity of the energy under a uniform rescaling of the wavefunction, which a fixed finite basis cannot perform exactly, so neither calculation is bound to satisfy it. The relation plays no part in the identities above.

The numerical check carries out the numerical checks quoted here, apart from the cc-pV5Z comparison, and its output follows it.

\section*{Table of computed values}
\begin{verbatim}
model: zeta = 1.50, k = 0.50, b = 0.50 bohr^-1
model T_W = 2.250000 Ha = 61.226 eV
phase 0: T = 2.250000 Ha, excess term = 0.000000 Ha
phase k z: T = 2.500000 Ha, excess term = 0.250000 Ha
phase 2 z exp(-r): T = 2.906640 Ha, excess term = 0.656640 Ha
spin split: T = 2.500000 Ha, <a|b> = 0.810000, <S^2> = 0.343900
grid search: 8 sites, h = 0.50 bohr, n_i ~ exp(-(x-0.3)^2/2)
grid T[sqrt(n/2) twice] = 0.554009 Ha
grid singlet minimum = 0.554009 Ha, |<RR|psi>| = 1.000000
grid triplet minimum found = 1.495260 Ha
node density 2|phi_1|^2: T_W = 1.500000 Ha
  alpha = 0.0000 rad: T = 1.4999 Ha (h = 1e-4 bohr)
  alpha = 1.5708 rad: T = 1.4999 Ha (h = 1e-4 bohr)
  alpha = 3.1416 rad: T = 1.5000 Ha (h = 1e-4 bohr)
nodeless 2|phi_0|^2, jump pi/2: excess 1128.4 Ha (h=1e-3), 11283.8 Ha (h=1e-4)
sech^2: v_s-eps at x=0: -0.5000 Ha, at x=15: 0.5000 Ha
sech^2: lowest level of v_s-eps = -1.9e-06 Ha, max density error = 1.2e-05 bohr^-1
He cc-pVQZ: 30 orbitals, E_HF = -2.861514 Ha, E_FCI = -2.902411 Ha
He HF: T (integrals) = 2.861514 Ha, T_W (grid) = 2.861514 Ha
He FCI: T = 2.902160 Ha
He FCI: T_s = T_W = 2.866020 Ha = 77.988 eV
He FCI: T_c = T - T_s = 0.036140 Ha = 0.983 eV
He FCI: conditional-amplitude term = 0.036140 Ha
He FCI: T_c / T = 1.25 percent
He FCI: two largest natural occupations = 1.98394, 0.00763
\end{verbatim}
